\section*{LEED intensities by layer doubling and the imaginary inner potential, part 1}

(Sections cited here and not found follow in the second part.)

\section{What symmetry and dimensions fix}

An electron of energy $E$ falls on a crystal made of identical atomic layers with a two-dimensional lattice $\mathbf R$ of cell area $A$. A lattice translation multiplies the wave by $e^{i\mathbf k_\parallel\cdot\mathbf R}$, so where the potential is flat the wave is a sum of beams with lateral wavevectors $\mathbf q=\mathbf k_\parallel+\mathbf g$, $\mathbf g$ in the reciprocal lattice. Reflection and transmission are matrices in $\mathbf g$.

The model is a spinless, non-relativistic electron, non-overlapping spheres of potential $V(r)$, $r<R_0$, one per cell, no vibration, and a constant $-V_0-iV_i$ everywhere inside the crystal, spheres included. The term $-iV_i$ represents loss from the elastic channel. A constant can be moved to the energy side of the Schr\"odinger equation, so
\begin{equation}
\kappa^2=\frac{2m}{\hbar^2}(E+V_0+iV_i),\quad k_g=\sqrt{\kappa^2-q^2},\quad \mathrm{Im}\,k_g\ge0,
\end{equation}
and at fixed $\mathbf k_\parallel$ every amplitude is a function of the single variable $E+iV_i$. With a normal velocity $v$ and the layer spacing $d$, $V_i$ forms the number $x=V_id/\hbar v$, and with a Fourier component $U_G$ of the potential the number $V_i/|U_G|$. For an isolated peak governed by one weak $U_G$, with $V_i\ll E$, the width reads $V_i\,f(x,V_i/|U_G|,\theta)$, with $\theta$ the angle of incidence. Away from a gap the effect of adding layers fades as a function of $Nx$; at the centre of a weak gap the decay per layer is $|U_G|d/\hbar v$ even at $V_i=0$, and it falls to zero at the gap edges.

The axis $z$ points inward, layers repeat by $\mathbf a_3$ with normal component $d$, and $\mathbf K^\pm_g=(\mathbf q,\pm k_g)$.

\section{One partial wave, one beam}

\subsection{The layer}

Let each atom scatter the $s$ wave alone: an incident $j_0(\kappa r)$ produces $t\,h_0(\kappa r)$, $h_0(z)=e^{iz}/iz$. Since $j_0=(h_0+h_0^{(2)})/2$, the outgoing wave is multiplied by $1+2t=e^{2i\delta}$, and $1/t=-1-i\cot\delta$. The $s$ part of a unit plane wave at the origin is $j_0$. If the atom at $\mathbf R$ emits $b\,e^{i\mathbf k_\parallel\cdot\mathbf R}h_0$, the atom at the origin is also lit by its neighbours:
\begin{equation}
b=t(1+Gb),\quad G=\sum_{\mathbf R\ne0}e^{i\mathbf k_\parallel\cdot\mathbf R}h_0(\kappa R),\quad b=\frac1{1/t-G}.
\end{equation}
To turn the emitted waves into beams, Fourier transform $(\nabla^2+\kappa^2)\,e^{i\kappa r}/r=-4\pi\delta^3$ in the plane: $f''+k_z^2f=-4\pi\delta(z)$, so $f=2\pi i\,e^{ik_z|z|}/k_z$. Dividing by $i\kappa$ and restoring $d^2q/(2\pi)^2$,
\begin{equation}
h_0(\kappa r)=\frac1{2\pi\kappa}\int d^2q\,\frac{e^{i\mathbf q\cdot\boldsymbol\rho+ik_z|z|}}{k_z}.\label{weyl}
\end{equation}
The sum $\sum_{\mathbf R}e^{i(\mathbf k_\parallel-\mathbf q)\cdot\mathbf R}=(4\pi^2/A)\sum_g\delta^2(\mathbf q-\mathbf k_\parallel-\mathbf g)$ leaves beams of amplitude $M_g=c_gb$, $c_g=2\pi/A\kappa k_g$.

For $V_i=0$ and one propagating beam this conserves flux. At the origin the real part of the sum over all $\mathbf R$ is $1+\mathrm{Re}\,G$, because $\mathrm{Re}\,h_0=j_0$ and $\pm\mathbf R$ pair into cosines; in beam form it is $c_0$, because evanescent $c_g$ are imaginary. Then $1/M_0=-1-i(\cot\delta+\mathrm{Im}\,G)/c_0$, so $\mathrm{Re}\,M_0=-|M_0|^2$, which is $|M_0|^2+|1+M_0|^2=1$.

\subsection{Stacking}

Drop the evanescent beams and refer amplitudes to the points $\mp\mathbf a_3/2$ either side of the atom. At normal incidence the layer has $r=e^{ik_0d}M_0$ and $\tau=e^{ik_0d}(1+M_0)$. Put it on a substrate of reflection $R_N$. The wave enters ($\tau$), bounces between the two with factor $rR_N$ per round trip, and leaves ($\tau$):
\begin{equation}
R_{N+1}=r+\frac{\tau^2R_N}{1-rR_N}.\label{map}
\end{equation}
Two equal slabs join in the same way, $r_{2N}=r_N+\tau_N^2r_N/(1-r_N^2)$, $\tau_{2N}=\tau_N^2/(1-r_N^2)$, so $n$ steps give $2^n$ layers. The fixed point of (\ref{map}) obeys $(R-r)(1-rR)=\tau^2R$; dividing by $rR$,
\begin{equation}
R+\frac1R=2y,\qquad y=\frac{1+r^2-\tau^2}{2r}.\label{fix}
\end{equation}
At the fixed point the inward amplitude is multiplied per layer by $\lambda$ with $\lambda=\tau+rR\lambda$, so $\lambda=\tau/(1-rR)$. The derivative of (\ref{map}) is $\tau^2/(1-rR)^2=\lambda^2$, hence $R_N-R\propto\lambda^{2N}$ near the fixed point. This tends to zero for $|\lambda|<1$ and keeps turning for $|\lambda|=1$, except at a band edge, $\lambda=\pm1$, where $R_N$ approaches $R$ only as $1/N$.

\section{The general method}

\subsection{Phase shifts}

With $L=(l,m)$, the radial function $\mathcal R_l$ regular at the origin is integrated to $R_0$ at the complex energy, giving $\gamma_l=R_0\mathcal R_l'/\mathcal R_l$. Outside, $\mathcal R_l\propto j_l+t_lh_l$; equating logarithmic derivatives at $z=\kappa R_0$,
\begin{equation}
t_l=-\frac{zj_l'-\gamma_lj_l}{zh_l'-\gamma_lh_l}=\tfrac12(e^{2i\delta_l}-1).
\end{equation}

\subsection{Scattering within the layer}

Let $\mathcal Y_L(\mathbf r)=r^lY_L$. For a direction $\mathbf K/\kappa$ with complex $k_g$, $Y_L$ means $\mathcal Y_L(\mathbf K)/\kappa^l$ and $Y^*_L$ is replaced by $\bar Y_{lm}=(-1)^mY_{l,-m}$, its analytic continuation. Then $e^{i\mathbf K\cdot\mathbf r}=\sum a^0_Lj_lY_L(\hat{\mathbf r})$ with $a^0_L=4\pi i^l\bar Y_L(\mathbf K)$.

In $\mathcal Y_L(\nabla)f(r^2)$ a derivative either acts on $f$, giving $2x_if'$, or on an earlier $x_j$, giving $\delta_{ij}$, which vanishes against the traceless coefficients of a harmonic polynomial. So
\begin{equation}
\mathcal Y_L(\nabla)f(r^2)=2^l\mathcal Y_L(\mathbf r)f^{(l)},\qquad \mathcal Y_L(\nabla)h_0=(-\kappa)^lh_lY_L,\label{hob}
\end{equation}
the second from $2\,d/dr^2=r^{-1}d/dr$ and $h_l=(-z)^l(z^{-1}d/dz)^lh_0$. On a plane wave the operator gives $(i\kappa)^lY_L(\mathbf K)$, so each term of (\ref{weyl}) gains $(-i)^lY_L(\mathbf K^\pm)$.

To re-expand a neighbour's wave, project the plane-wave expansion: $j_{l'}Y_{L'}(\mathbf r-\mathbf R)=(4\pi i^{l'})^{-1}\int d\Omega_k\,Y_{L'}(\hat{\mathbf k})e^{i\mathbf k\cdot\mathbf r}e^{i\mathbf k\cdot(-\mathbf R)}$, and expand both exponentials. The coefficient of $j_l(\kappa r)Y_L(\hat{\mathbf r})$ is $4\pi\sum_{L''}i^{l+l''-l'}j_{l''}(\kappa R)Y_{L''}(-\hat{\mathbf R})\int Y_{L'}Y_L^*Y_{L''}^*$. For $h_{l'}$ and $r<R$, $j_{l''}$ becomes $h_{l''}$: at $l'=0$ this is the partial-wave form of the free Green function, and higher $l'$ follow from $\mathcal Y_{L'}(-\nabla_{\mathbf R})$, under which $j$ and $h$ obey the same recurrences. Summing over the lattice,
\begin{align}
G_{LL'}&=4\pi\sum_{L''}i^{l+l''-l'}D_{L''}\int Y_{L'}Y^*_LY^*_{L''}\,d\Omega,\\
D_L&=\sum_{\mathbf R\neq0}e^{i\mathbf k_\parallel\cdot\mathbf R}h_l(\kappa R)Y_L(-\hat{\mathbf R}).
\end{align}
For $s$ waves $G_{00}=\sqrt{4\pi}D_{00}$, the $G$ above. From $b=t(a^0+Gb)$, with $l\le l_{\max}$,
\begin{equation}
M^{s's}_{g'g}=\frac{2\pi}{A\kappa k_{g'}}\sum_{LL'}(-i)^lY_L(\mathbf K^{s'}_{g'})\big[(1-tG)^{-1}t\big]_{LL'}4\pi i^{l'}\bar Y_{L'}(\mathbf K^s_g).\label{M}
\end{equation}

\subsection{Kambe's sums}

The terms of $D_L$ have size $e^{-\mathrm{Im}\kappa R}/|\kappa|R$ and their number grows as $2\pi R\,dR/A$, so the direct sum converges absolutely for $V_i>0$ and not for $V_i=0$. Kambe's method is an Ewald split that serves both cases. The integral $I(p)=\int_0^\infty e^{-r^2\xi^2-p^2/4\xi^2}d\xi$ has $I(0)=\sqrt\pi/2r$, and the substitution $\xi\to p/2r\xi$ in $I'=-\int(p/2\xi^2)e^{\dots}d\xi$ gives $I'=-rI$; so $I=\sqrt\pi e^{-pr}/2r$. Put $p=-i\kappa$, so $h_0=(2/i\kappa\sqrt\pi)I$, and cut at $\xi=\eta$. The part below $\eta$ is evaluated for $\mathrm{Re}\,p^2>0$ and continued in closed form.

Above $\eta$, (\ref{hob}) gives $(-2\xi^2)^l\mathcal Y_L$ on the Gaussian, and with the factor $(-1/\kappa)^l$,
\begin{equation}
D^{(2)}_L=\frac{2}{i\kappa\sqrt\pi}\sum_{\mathbf R\ne0}e^{i\mathbf k_\parallel\cdot\mathbf R}\Big(\frac{2R}\kappa\Big)^lY_L(-\hat{\mathbf R})\int_\eta^\infty\!\xi^{2l}e^{-R^2\xi^2+\kappa^2/4\xi^2}d\xi .
\end{equation}
Below $\eta$, include $\mathbf R=0$ and use Poisson summation, $\sum_{\mathbf R}e^{i\mathbf k_\parallel\cdot\mathbf R-(\boldsymbol\rho-\mathbf R)^2\xi^2}=(\pi/A\xi^2)\sum_ge^{i\mathbf q\cdot\boldsymbol\rho-q^2/4\xi^2}$. The function to be differentiated at $\mathbf r=0$ is
\begin{equation}
\frac{2\sqrt\pi}{i\kappa A}\sum_ge^{i\mathbf q\cdot\boldsymbol\rho}\int_0^\eta\xi^{-2}e^{-z^2\xi^2-\Gamma^2/4\xi^2}d\xi,\qquad\Gamma=-ik_g .
\end{equation}
For $m\ge0$ and $N_{lm}^2=(2l+1)(l-m)!/4\pi(l+m)!$,
\begin{equation}
\mathcal Y_{lm}=(-1)^mN_{lm}(x+iy)^m\sum_s\frac{(-1)^s(l+m)!\,\rho^{2s}z^{l-m-2s}}{2^{2s+m}s!(s+m)!(l-m-2s)!};
\end{equation}
Laplace's equation fixes the ratio of successive terms and $d^mP_l/du^m$ at $u=1$ the first. Now $x+iy\to iq_+$ with $q_\pm=q_x\pm iq_y$, $\rho^2\to-q^2$, which cancels $(-1)^s$, and $\partial_z^{2n}e^{-z^2\xi^2}|_0=(-1)^n\xi^{2n}(2n)!/n!$. Odd $z$ derivatives vanish, so $l-m$ is even, $s=(l-m)/2-n$, and
\begin{equation}
D^{(1)}_{lm}=\frac{2\sqrt\pi\,(-i)^mN_{lm}(l+m)!}{i\kappa A(-\kappa)^l}\sum_g q_+^m\sum_n\frac{(-1)^nq^{2s}J_n}{2^{2s+m}s!(s+m)!\,n!},
\end{equation}
with $(-i)^mq_+^m\to i^mq_-^m$ for $-m$. Here $J_n=\int_0^\eta\xi^{2n-2}e^{-\Gamma^2/4\xi^2}d\xi$. The variable $1/\xi$ gives $J_0=(\sqrt\pi/\Gamma)\,\mathrm{erfc}(\Gamma/2\eta)$, and integrating $d[\xi^{2n-1}e^{-\Gamma^2/4\xi^2}]$ gives $(2n-1)J_n=\eta^{2n-1}e^{-\Gamma^2/4\eta^2}-\Gamma^2J_{n-1}/2$. The $\mathbf R=0$ term is removed by $D^{(3)}_L=-\delta_{l0}(2/i\kappa\sqrt\pi)Y_{00}J_1|_{\Gamma=-i\kappa}$, since $\mathcal Y_L(0)=0$ for $l>0$. Both sums have Gaussian tails; $\eta\ge|\kappa|/4$ keeps the cancelling factor $|e^{\kappa^2/4\eta^2}|$ at or below $e^4$. $J_0$ and (\ref{M}) carry $1/k_g$, infinite for a grazing beam at $V_i=0$, while $|k_g^2|\ge\mathrm{Im}\,\kappa^2=2mV_i/\hbar^2$ bounds it. The two factors work against each other: in the $s$-wave layer with $n$ grazing beams $G\simeq nc_g$, so $b\simeq-1/nc_g$, the amplitude $c_gb$ tends to $-1/n$ and $M_0$ to zero.

\subsection{Doubling}

With diagonal $P^\pm=e^{\pm i\mathbf K^\pm\cdot\mathbf a_3/2}$, one layer has $T^{\pm\pm}=P^\pm(1+M^{\pm\pm})P^\pm$, $R^{-+}=P^-M^{-+}P^+$, $R^{+-}=P^+M^{+-}P^-$. For slab $a$ above slab $b$ and a wave $u$ from above, the inward amplitude $w$ between them obeys $w=T_a^{++}u+R_a^{+-}R_b^{-+}w$; it leaves below as $T_b^{++}w$ and above as $T_a^{--}R_b^{-+}w$:
\begin{align}
T^{++}&=T_b^{++}X,\quad R^{-+}=R_a^{-+}+T_a^{--}R_b^{-+}X,\label{dbl}\\
X&=(1-R_a^{+-}R_b^{-+})^{-1}T_a^{++}.\nonumber
\end{align}
Exchanging $a\leftrightarrow b$ and $+\leftrightarrow-$ gives $T^{--}$ and $R^{+-}$. Evanescent beams are kept up to a cutoff. At finite $l_{\max}$ a beam couples atoms in adjacent layers by a term of order $|g|^{l+l'-1}e^{-|g|d}$, two harmonics over $k_g$ times the decay, so the sum converges for any $d>0$, also for $d<2R_0$, but slowly for small $d$. Absorption is taken to start $d/2$ above the top atoms and the barrier to refract without reflecting, so beams with $\hbar^2q^2/2m<E$ are given $I_g=(\mathrm{Re}\,k_g/\mathrm{Re}\,k_0)|R^{-+}_{g0}|^2$. Beams trapped by the barrier are discarded, which removes from the model the resonances formed by repeated reflection between barrier and crystal.

Each link has been tested by an independent route; the figures are in the numerical output after the text. Kambe sums match direct sums to $4\times10^{-13}$ relative to $1+|D_L|$; (\ref{M}) matches a Numerov integration of the coupled-beam Schr\"odinger equation for a smooth potential to $1\times10^{-7}$ in amplitude, with a specular reflection of only $0.0028$; four doubled layers match a real-space angular-momentum solution to $6\times10^{-8}$ on $|R_{00}|=0.1431$.

The scattering matrix of one atomic layer and the doubling rule that stacks layers into a crystal are now in place, and each link has been tested by an independent route. What remains is to show why $V_i$ makes doubling converge and what it does to peak widths, and to work through an example.
